# Fringe Contrast of Two Counterpropagating Surface Plasmons in a Resist, part 2

Two surface plasmons of equal amplitude run towards each other along $x$ on a flat metal surface and record fringes in the photoresist above it. The metal ($z<0$) has relative permittivity $\epsilon_m$, the dielectric ($z>0$) has $\epsilon_d>0$. Both are non-magnetic, respond locally and are lossless until stated otherwise. Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c=2\pi/\lambda_0$, with $\lambda_0$ the vacuum wavelength. The resist counts all field directions equally, so $I=|E_x|^2+|E_y|^2+|E_z|^2$. The visibility $V=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ is taken along $x$ at fixed height.

**From (a).** The magnetic field is along $y$. Each plasmon has wavenumber $q$ and decays as $e^{-\kappa_dz}$ above the surface and as $e^{\kappa_mz}$ below it. In a medium of permittivity $\epsilon$,

$$E_x=-\frac{i}{\omega\epsilon_0\epsilon}\,\partial_zH_y,\qquad E_z=\frac{i}{\omega\epsilon_0\epsilon}\,\partial_xH_y ,$$

$$(\partial_x^2+\partial_z^2)H_y=-k_0^2\epsilon H_y,$$

$$\kappa_d^2=q^2-k_0^2\epsilon_d,\qquad \kappa_m^2=q^2-k_0^2\epsilon_m .$$

$H_y$ and $E_x$ are continuous at a boundary.

**From (b) and (c).** A bound travelling wave requires $\epsilon_m<-\epsilon_d$, and

$$q^2=k_0^2\,\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d},\qquad \rho^2=\frac{\kappa_d^2}{q^2}=-\frac{\epsilon_d}{\epsilon_m}.$$

**From (d).** In the dielectric, $E_z\propto\cos qx$ and $E_x\propto\rho\sin qx$ with the same factor, so

$$I\propto(1+\rho^2)+(1-\rho^2)\cos2qx,$$

$$\frac{I_{\max}}{I_{\min}}=\frac{1}{\rho^2}=\frac{|\epsilon_m|}{\epsilon_d},\qquad V=\frac{1-\rho^2}{1+\rho^2}=\frac{\epsilon_m+\epsilon_d}{\epsilon_m-\epsilon_d}.$$

### (f) Does a shorter period cost contrast?

*Express $V$ through the fringe period $P$ and the wavelength in the dielectric, $\lambda_d=\lambda_0/\sqrt{\epsilon_d}$. Then find how $P$ and $V$ behave as $\epsilon_m\to-\epsilon_d$. Is a small period in itself the cause of poor contrast?*

**Solution.** The pattern repeats when $2qx$ grows by $2\pi$, so $P=\pi/q$. Multiply the numerator and denominator of $V$ by $q^2$ and use $q^2-\kappa_d^2=k_0^2\epsilon_d$ and $q^2+\kappa_d^2=2q^2-k_0^2\epsilon_d$:

$$V=\frac{k_0^2\epsilon_d}{2q^2-k_0^2\epsilon_d}=\frac{1}{2q^2/(k_0^2\epsilon_d)-1}.$$

Since $k_0\sqrt{\epsilon_d}=2\pi/\lambda_d$ and $q=\pi/P$, the ratio $q/(k_0\sqrt{\epsilon_d})$ equals $\lambda_d/(2P)$. Therefore

$$V=\frac{1}{2\left(\lambda_d/2P\right)^2-1},\qquad \frac{P}{\lambda_d/2}=\sqrt{\frac{2V}{1+V}} .$$

The second form follows from the first by solving $1/V+1=2(\lambda_d/2P)^2$. The length $\lambda_d/2$ is the fringe period of two ordinary waves that meet head-on in the dielectric. The period is 0.816 of this length at $V=0.5$, 0.577 at $V=0.2$ and 0.426 at $V=0.1$. A reduction of the period by 18% below the half wavelength thus already halves the contrast.

To follow the approach to resonance, write $\epsilon_m=-\epsilon_d(1+\delta)$ with $\delta>0$. Then $\epsilon_m+\epsilon_d=-\epsilon_d\delta$ and $\epsilon_m-\epsilon_d=-\epsilon_d(2+\delta)$, so

$$V=\frac{\delta}{2+\delta},\qquad q^2=k_0^2\epsilon_d\,\frac{1+\delta}{\delta},\qquad P=\frac{\lambda_d}{2}\sqrt{\frac{\delta}{1+\delta}} .$$

As $\delta\to0$ both quantities vanish, the period as $\sqrt\delta$ and the visibility as $\delta/2$. In this lossless model, shrinking the period towards resonance does destroy the contrast.

The small period in itself is not the cause. The visibility depends on $P/\lambda_d$. If $\lambda_0$ is reduced while $\epsilon_m$ and $\epsilon_d$ are held fixed, $P$ shrinks in proportion and $V$ does not change. For these bound waves, whose electric field lies in the $xz$ plane, what costs contrast is a period shorter than the half wavelength in the resist, and the loss grows as the ratio of the two falls. The rule is tied to this polarization: two waves with electric field along $y$ have parallel fields and interfere fully at any period.

In a given metal, $\epsilon_m$ changes with frequency. A simple model is $\epsilon_m=\epsilon_\infty-\omega_p^2/\omega^2$, with a constant $\epsilon_\infty$ and a plasma frequency $\omega_p$. Here $\epsilon_m$ rises with $\omega$ and reaches $-\epsilon_d$ at $\omega_r=\omega_p/\sqrt{\epsilon_\infty+\epsilon_d}$. At fixed $\epsilon_d$ the two derivatives

$$\frac{\partial V}{\partial\epsilon_m}=-\frac{2\epsilon_d}{(\epsilon_m-\epsilon_d)^2}<0,\qquad \frac{\partial}{\partial\epsilon_m}\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d}=\frac{\epsilon_d^2}{(\epsilon_m+\epsilon_d)^2}>0$$

show that $V$ falls and $q/k_0$ grows as $\omega$ rises. Since $k_0$ grows as well, $P$ falls together with $V$.

### (g) What does a silver surface give at 436 nm?

*Use $\epsilon_\infty=4.0$, $\hbar\omega_p=9.0$ eV and $\epsilon_d=2.6$, which are rough values for silver under a photoresist. Find the period, the visibility and the dose ratio, and then shorten the wavelength towards resonance.*

**Solution.** The photon energy is 2.844 eV. With the unrounded energy, the model gives $\epsilon_m=4.0-(9.0/2.844)^2=-6.017$. The condition $\epsilon_m<-\epsilon_d$ holds. Then

$$\frac{q}{k_0}=\sqrt{\frac{(-6.017)(2.600)}{-3.417}}=2.140,\qquad P=\frac{436\ \text{nm}}{2\times2.140}=101.9\ \text{nm},$$

$$V=\frac{-3.417}{-8.617}=0.397,\qquad \frac{I_{\max}}{I_{\min}}=\frac{6.017}{2.600}=2.31 .$$

The half wavelength in the resist is 135.2 nm. With $\kappa_d=0.02027\ \text{nm}^{-1}$, the intensity falls by a factor $e$ over $1/(2\kappa_d)=24.7$ nm, so the pattern is confined to a thin layer above the silver.

These formulas were compared with a finite-difference solution of the field equation for $H_y$. It used steps of 0.25 nm, $\lambda_0=436$ nm, $\epsilon_d=2.6$ and $\epsilon_m=-12$, $-6.017$ and $-4$. The largest relative difference in $q$ was $1.2\times10^{-5}$. The visibility, computed from numerical derivatives of the standing wave at heights of about 10 and 40 nm, differed by at most $1.0\times10^{-5}$.

With $\epsilon_d$, $\epsilon_\infty$ and $\omega_p$ held fixed, the lossless model gives this series:

| $\lambda_0$ (nm) | $\epsilon_m$ | $P$ (nm) | $V$ |
|---|---|---|---|
| 633 | −17.11 | 180.8 | 0.736 |
| 532 | −10.91 | 144.0 | 0.615 |
| 436 | −6.02 | 101.9 | 0.397 |
| 405 | −4.64 | 83.3 | 0.282 |
| 375 | −3.41 | 56.7 | 0.135 |
| 365 | −3.02 | 42.2 | 0.075 |
| 356 | −2.68 | 18.9 | 0.015 |

The resonance lies at $9.0/\sqrt{6.6}=3.503$ eV, or 353.9 nm. Going from 436 to 365 nm shortens the vacuum wavelength by 16% and the period by 59%. In this lossless model the visibility falls from 0.397 to 0.075. The last rows of the table lie so close to resonance that loss changes them strongly, as (h) and (j) show.

### (h) What do unequal amplitudes and losses change?

*First let the amplitudes be $a$ and $b$. Then let both media absorb. Over what width does the pattern keep a useful contrast, and can the period still go to zero?*

**Solution.** For real amplitudes $a$ and $b$ without loss, $|ae^{iqx}\pm be^{-iqx}|^2=a^2+b^2\pm2ab\cos2qx$. The upper sign belongs to $E_z$, and the lower sign, with the factor $\rho^2$, belongs to $E_x$. Adding them gives

$$I\propto(a^2+b^2)(1+\rho^2)+2ab(1-\rho^2)\cos2qx .$$

The visibility is multiplied by $2ab/(a^2+b^2)$. For $b/a=0.8$ this factor is $1.6/1.64=0.976$, and $V$ falls from 0.397 to 0.387. The contrast is insensitive to a moderate imbalance because the factor departs from 1 in second order in $a-b$.

With loss, the permittivities have positive imaginary parts and $q=q'+iq''$. The algebra of (b) holds for complex numbers, provided the roots with decaying fields are taken, so $\kappa_d^2/q^2=-\epsilon_d/\epsilon_m$ remains true. In the intensity $\rho^2$ is replaced by $r=|\kappa_d/q|^2=|\epsilon_d/\epsilon_m|$. For waves that are equally strong at $x=0$, the standing-wave factors are

$$|\cos qx|^2=\tfrac12\left(\cosh2q''x+\cos2q'x\right),\qquad |\sin qx|^2=\tfrac12\left(\cosh2q''x-\cos2q'x\right).$$

The first follows from $|\cos(\alpha+i\beta)|^2=\cos^2\alpha\cosh^2\beta+\sin^2\alpha\sinh^2\beta=\cos^2\alpha+\sinh^2\beta$ and the half-angle formulas. The second follows in the same way from $|\sin(\alpha+i\beta)|^2=\sin^2\alpha+\sinh^2\beta$. Hence

$$I\propto(1+r)\cosh2q''x+(1-r)\cos2q'x .$$

The local visibility, meaning the fringe amplitude divided by the local mean, is

$$V(x)=\frac{|\epsilon_m|-|\epsilon_d|}{|\epsilon_m|+|\epsilon_d|}\;\frac{1}{\cosh2q''x}.$$

The second factor is the imbalance factor found above, with $a=e^{-q''x}$ and $b=e^{q''x}$.

For the example, take an imaginary part of 0.30 for silver and an absorption coefficient of $0.50\ \mu\text{m}^{-1}$ for the resist. Both are rough. The latter corresponds to an imaginary part of 0.056 in $\epsilon_d$. The intensity of one plasmon then falls by a factor $e$ over $1/(2q'')=431$ nm, against 860 nm with silver loss alone. At the centre little changes: $P=102.2$ nm and $V=0.397$. The visibility halves where $\cosh2q''x=2$, which is at $x=1.317\times431\ \text{nm}\approx567$ nm. The pattern keeps at least half its central visibility over a width of about 1.1 µm, or eleven fringes.

Loss also stops the period from going to zero at the resonance. The magnitude $|\epsilon_m+\epsilon_d|$ cannot be smaller than the sum of the imaginary parts, here 0.356, so $q$ stays finite. With both imaginary parts held fixed while the photon energy is varied between 2.5 and 4 eV, the smallest period is about 48 nm, near 360 nm vacuum wavelength. The formula for the central visibility gives about 0.04 there, but this is only the ratio of the coefficients $(1-r)/(1+r)$ and no longer a visible contrast. At that wavelength $\epsilon_m\approx-2.81+0.30i$, and the formula for $q^2$ gives $q''\approx0.5\,q'$. The intensity of each plasmon then falls by a factor $e$ over $1/(2q'')\approx1/q'=P/\pi\approx15$ nm, less than one period. The growth of the $\cosh$ term outweighs the variation of the cosine, so the intensity rises steadily on both sides of $x=0$ and no row of fringes appears. The 48 nm is thus a lower limit on $\pi/q'$ in the neighbourhood of the resonance and for these losses, not a period that could be recorded.

### (i) What does air above a thin resist change?

*Let the lossless resist end at height $t=100$ nm, with air above it. Find the visibility as a function of height.*

**Solution.** The field in the resist now contains a growing as well as a decaying exponential. By the field equation of (a), $H_y$ varies with height as a function $h(z)$ with $h''=\kappa_d^2h$. Take $h(0)=1$. Continuity of $E_x$ means continuity of $h'/\epsilon$, which equals $\kappa_m/\epsilon_m$ at the metal surface. Thus

$$h(z)=\cosh\kappa_dz+\frac{\epsilon_d\kappa_m}{\epsilon_m\kappa_d}\sinh\kappa_dz .$$

In air the field decays with $\kappa_a=\sqrt{q^2-k_0^2}$, so the condition at the top is $h'(t)/\epsilon_d=-\kappa_ah(t)$. Solved numerically for $q$, it gives $P=\pi/q=103.0$ nm, close to the period without air.

From (a), $|E_z|$ is proportional to $q|h|$ and $|E_x|$ to $|h'|$, with fringes in antiphase as before. The signed visibility, positive when the maxima lie where the field is normal to the surface, is

$$V(z)=\frac{q^2h^2-h'^2}{q^2h^2+h'^2}.$$

At the base it is 0.391. At the top the boundary condition gives $h'/h=-\epsilon_d\kappa_a$. With $q=\pi/(103.0\ \text{nm})=0.0305\ \text{nm}^{-1}$ and $k_0=0.01441\ \text{nm}^{-1}$, $\kappa_a=0.0269\ \text{nm}^{-1}$ and $\epsilon_d\kappa_a=0.0699\ \text{nm}^{-1}$. Then

$$V(t)=\frac{0.0305^2-0.0699^2}{0.0305^2+0.0699^2}=-0.68 .$$

The fringes have reversed: the bright lines near the top stand above the dark lines at the base. The normal field inside the resist is smaller than that in the air by the factor $\epsilon_d$, while the tangential field is continuous, and here this makes the tangential field the larger one. The reversal occurs at a height of 75.7 nm. The intensity averaged along $x$ is there 4.4% of its value at the base, so the reversed layer receives little light. If the intensity is summed over the whole thickness, the visibility is 0.335 instead of 0.397.

### (j) How does the model stand beside a real exposure?

*Judge the parameters and the neglected effects for silver under a resist exposed with the 436 nm line of a mercury lamp.*

**Solution.** A permittivity near −6 with an imaginary part of a few tenths is a rough typical value for silver at this wavelength, and $\epsilon_d=2.6$ corresponds to a resist index of about 1.6. Towards the resonance the series in (g) is less reliable, for two reasons. First, a constant $\epsilon_\infty$ leaves out the change in silver's interband response, and $V$ depends there on the small difference $|\epsilon_m|-\epsilon_d$. At 365 nm this difference is only 0.42, so an error of that size in $\epsilon_m$ would remove the bound wave of the lossless model. Tabulated optical constants of silver do give a real part near $-2.6$ at 365 nm, so the resonance of real silver under this resist lies closer to 365 nm than to 354 nm. Second, the series leaves out loss. By the intensity formula in (h), the slope of $I$ along $x$ is proportional to $(1+r)q''\sinh2q''x-(1-r)q'\sin2q'x$. Since $\sinh u\ge u$ and $\sin u\le u$ for $u\ge0$, the intensity only rises away from the centre when $(q''/q')^2>(1-r)/(1+r)$. With the losses of (h), the two sides are about 0.10 and 0.08 at 365 nm, so no row of fringes appears there. The row is lost even before this condition is met: at 375 nm the same formula leaves only the central maximum. Of the effects sized here, loss sets the width of the pattern, and a 100 nm resist under air lowers the depth-summed visibility by about 16% of its ideal value.

The size of two further idealizations can be estimated at 436 nm. In a silver film 100 nm thick, a field that crosses the film and returns is reduced by $e^{-2\kappa_m\times100\,\text{nm}}=8.4\times10^{-5}$. The shift of $q$ is larger than this when the plasmon of the back surface has a similar wavenumber. It is about 0.1% on glass of permittivity 2.3. For a substrate with the permittivity of the resist the mode splits by about $\pm1\%$, the order of $e^{-\kappa_m\times100\,\text{nm}}$. The local response of the metal can be judged from $qv_F/\omega$, which compares the distance an electron travels in a time $1/\omega$ with the length $1/q$. For a rough Fermi speed of $1.4\times10^6$ m/s it is about 0.01. Corrections of second order in this ratio are near $10^{-4}$. A correction confined to the surface may enter in first order, and is then the larger one. A hydrodynamic model of the electrons with these parameters lowers $q$ by about half a percent.

Light that reaches the resist without being converted into plasmons is left out, because its strength depends on the grating or slits that launch the waves. If it adds a uniform intensity equal to a fraction $\beta$ of the mean plasmon intensity, without interfering, the visibility becomes $V/(1+\beta)$. Light that remains coherent with the plasmons interferes with them and can add fringes of another period. The two plasmons were also taken as monochromatic and fully coherent, which a lamp does not provide. A line 6 nm wide moves the point of half visibility from 567 to about 525 nm, and an angular spread of $\pm2^\circ$ on launchers 1.4 µm apart lowers the central visibility to about 0.36. Surface roughness and the chemistry of development are also left out, so the figures describe the optical dose and not the shape of the developed lines. The computed values are collected in the numerical output.

## Calculated quantities

```
Vacuum wavelength: 436 nm
Photon energy: 2.844 eV
Silver model: e_inf 4.0, plasma energy 9.0 eV
em: -6.017; ed: 2.600 (dimensionless)
Vacuum wavenumber k0: 0.01441 1/nm
Plasmon index q/k0: 2.1397 (dimensionless)
Plasmon wavenumber q: 0.03084 1/nm
Decay constant in resist: 0.02027 1/nm
Decay constant in silver: 0.04691 1/nm
Intensity 1/e depth in resist: 24.7 nm
Squared ratio (kappa_d/q)^2: 0.4321
Fringe period: 101.9 nm
Half wavelength in resist: 135.2 nm
Visibility: 0.3965 (dimensionless)
Dose ratio Imax/Imin: 2.314 (dimensionless)
Grid test, largest relative error of q: 1.2e-05
Grid test, largest error of visibility: 1.0e-05
Period/half-wave at V=0.5: 0.816
Period/half-wave at V=0.2: 0.577
Period/half-wave at V=0.1: 0.426
Resonance: 3.503 eV, 353.9 nm
Lossless series: wavelength nm, em, period nm, visibility
  633  -17.113  180.8  0.7362
  532  -10.913  144.0  0.6152
  436  -6.017  101.9  0.3965
  405  -4.643  83.3  0.2821
  375  -3.410  56.7  0.1348
  365  -3.020  42.2  0.0747
  356  -2.678  18.9  0.0148
Silver loss, imaginary em: 0.30 (dimensionless)
Resist absorption: 0.50 1/um
Imaginary ed: 0.0559 (dimensionless)
Intensity range, silver loss only: 860 nm
Intensity range, both losses: 431 nm
Period with loss: 102.2 nm
Central visibility with loss: 0.3970
Distance from centre where V halves: 567 nm
Smallest period with loss: 48.0 nm
  at wavelength 359.6 nm, signed V 0.0421
Resist thickness under air: 100 nm
Period with air above: 103.0 nm
Signed V at resist base: 0.3911
Signed V at resist top: -0.6800
Fringe reversal height: 75.7 nm
Mean intensity there / at base: 0.0443
Signed V of depth-summed intensity: 0.3347
Silver thickness considered: 100 nm
Round-trip amplitude factor in silver: 8.4e-05
Amplitude ratio 0.8: V factor 0.9756, V 0.3869
Fermi speed used: 1.4e+06 m/s
Nonlocal size (q vF/omega)^2: 1.0e-04
```
